\section*{Sheet Conductances of an Anisotropic Film from Two Square-Probe Resistances}

\section{The isotropic square}

Consider an infinite conducting sheet, so thin that the current is uniform through its thickness. Let its sheet conductance be $\sigma$, in siemens per square. A point contact injects a current $I$. By symmetry the current spreads radially, and the current per unit length crossing a circle of radius $r$ is $I/(2\pi r)$. Ohm's law gives
\begin{equation}
-\sigma\frac{dV}{dr}=\frac{I}{2\pi r},\qquad
V=-\frac{I}{2\pi\sigma}\ln r+\text{constant}.
\label{eq:single}
\end{equation}
A second contact extracts the same current. Its potential has the opposite sign, so the sum at any point is
\begin{equation}
V=\frac{I}{2\pi\sigma}\ln\frac{r_-}{r_+},
\label{eq:pair}
\end{equation}
where $r_+$ is the distance from the source and $r_-$ that from the sink. The constant has been chosen so that $V$ vanishes far away.

Place four contacts on a square of side $s$. Current enters at $(0,0)$ and leaves at $(s,0)$; the voltage is read from $(0,s)$ to $(s,s)$. At $(0,s)$ the source is one side away and the sink one diagonal away, so $V=(I/2\pi\sigma)\ln\sqrt2$. At $(s,s)$ the distances are interchanged and $V$ changes sign. The difference divided by $I$ is
\begin{equation}
R=\frac{2\ln\sqrt2}{2\pi\sigma}=\frac{\ln2}{2\pi\sigma}.
\label{eq:iso}
\end{equation}
The side $s$ has cancelled. One reading determines one conductance. If the sheet conducts differently along two directions, the ratio of diagonal to side is no longer effectively $\sqrt2$, and this change carries the information about anisotropy.

\section{Isotropic coordinates}

Let $\sigma_x,\sigma_y>0$ be the principal sheet conductances, with known principal axes $x$ and $y$. The sheet is uniform and ohmic, and there is no magnetic field. The current densities per unit width are $J_x=-\sigma_x\partial_xV$ and $J_y=-\sigma_y\partial_yV$. Current conservation, with source at $\mathbf r_+$ and sink at $\mathbf r_-$, reads
\begin{equation}
\sigma_x\frac{\partial^2V}{\partial x^2}
+\sigma_y\frac{\partial^2V}{\partial y^2}
=-I\left[\delta(\mathbf r-\mathbf r_+)-\delta(\mathbf r-\mathbf r_-)\right].
\label{eq:aniso}
\end{equation}
Introduce $x'=\alpha x$ and $y'=\beta y$. Since $\partial_x=\alpha\partial_{x'}$ and $\partial_y=\beta\partial_{y'}$, the coefficients on the left become $\sigma_x\alpha^2$ and $\sigma_y\beta^2$. On the right, $\delta(x)\delta(y)=\alpha\beta\,\delta(x')\delta(y')$. We therefore impose two conditions,
\begin{equation}
\sigma_x\alpha^2=\sigma_y\beta^2,\qquad \alpha\beta=1.
\label{eq:conditions}
\end{equation}
The first makes the sheet isotropic; the second preserves area and leaves the injected current unchanged. Substituting $\beta=1/\alpha$ gives $\alpha^4=\sigma_y/\sigma_x$, hence
\begin{equation}
x'=\left(\frac{\sigma_y}{\sigma_x}\right)^{1/4}x,\qquad
y'=\left(\frac{\sigma_x}{\sigma_y}\right)^{1/4}y,\qquad
\sigma\equiv\sigma_x\alpha^2=\sqrt{\sigma_x\sigma_y}.
\label{eq:map}
\end{equation}
The direction of good conduction is shortened and the other is lengthened. From now on $\sigma$ denotes this geometric mean. The distance in the new coordinates is
\begin{equation}
r'^2=x^2\sqrt{\frac{\sigma_y}{\sigma_x}}
+y^2\sqrt{\frac{\sigma_x}{\sigma_y}}
=\sigma\left(\frac{x^2}{\sigma_x}+\frac{y^2}{\sigma_y}\right),
\label{eq:distance}
\end{equation}
and \eqref{eq:pair} holds with $r_\pm$ replaced by $r'_\pm$.

\section{The two resistances}

Align the square with the principal axes. Let $R_x$ be the reading with both the current pair and the voltage pair along $x$, as in the opening example. Each voltage contact is a $y$-side away from one current contact and a diagonal away from the other. By \eqref{eq:distance} these squared distances are
\begin{equation}
r'^2_{\rm side}=\frac{\sigma s^2}{\sigma_y},\qquad
r'^2_{\rm diag}=\sigma s^2\left(\frac1{\sigma_x}+\frac1{\sigma_y}\right).
\end{equation}
The two voltage contacts contribute equally to the difference, so
\begin{equation}
R_x=\frac{2}{2\pi\sigma}\ln\frac{r'_{\rm diag}}{r'_{\rm side}}
=\frac1{2\pi\sigma}\ln\frac{r'^2_{\rm diag}}{r'^2_{\rm side}}
=\frac{1}{2\pi\sigma}\ln\left(1+\frac{\sigma_y}{\sigma_x}\right).
\label{eq:rx}
\end{equation}
Turning both pairs along $y$ interchanges the labels:
\begin{equation}
R_y=\frac{1}{2\pi\sigma}\ln\left(1+\frac{\sigma_x}{\sigma_y}\right).
\label{eq:ry}
\end{equation}

Equation \eqref{eq:rx} can be confirmed without changing coordinates. The Fourier solution for a unit source is
\begin{equation}
G(x,y)=\int\frac{dk\,dq}{4\pi^2}\,
\frac{e^{ikx+iqy}}{\sigma_xk^2+\sigma_yq^2}
=\int_0^\infty\frac{dk}{2\pi\sigma}\,
\frac{\cos(kx)\,e^{-\kappa k|y|}}{k},
\qquad \kappa=\sqrt{\frac{\sigma_x}{\sigma_y}},
\end{equation}
where the $q$ integral was done by residues. The divergence at $k=0$ is a constant potential and cancels in differences. With $t=ks$, the four-probe combination is
\begin{equation}
R_x=2[G(0,s)-G(s,s)]
=\frac{1}{\pi\sigma}F(\kappa),\qquad
F(\kappa)=\int_0^\infty\frac{1-\cos t}{t}e^{-\kappa t}\,dt.
\end{equation}
Differentiation removes the denominator: $F'(\kappa)=-1/\kappa+\kappa/(1+\kappa^2)$. Because $F$ vanishes as $\kappa\to\infty$, integration gives $F=\tfrac12\ln(1+1/\kappa^2)$, which reproduces \eqref{eq:rx}.

\section{Inversion}

Exponentiating \eqref{eq:rx} and \eqref{eq:ry} gives
\begin{equation}
u\equiv e^{-2\pi\sigma R_x}=\frac{\sigma_x}{\sigma_x+\sigma_y},\qquad
v\equiv e^{-2\pi\sigma R_y}=\frac{\sigma_y}{\sigma_x+\sigma_y}.
\label{eq:uv}
\end{equation}
Their sum eliminates the ratio of conductances,
\begin{equation}
e^{-2\pi\sigma R_x}+e^{-2\pi\sigma R_y}=1,
\label{eq:sum}
\end{equation}
and their quotient gives that ratio,
\begin{equation}
A\equiv\frac{\sigma_x}{\sigma_y}=\frac uv=e^{2\pi\sigma(R_y-R_x)}.
\label{eq:ratio}
\end{equation}
For positive $R_x$ and $R_y$, the left side of \eqref{eq:sum} decreases strictly from 2 at $\sigma=0$ to 0 as $\sigma\to\infty$. It equals 1 at one value of $\sigma$. Then
\begin{equation}
\sigma_x=\sigma\sqrt A,\qquad \sigma_y=\frac{\sigma}{\sqrt A}.
\label{eq:components}
\end{equation}
Conversely, $u+v=1$ and $u/v=A$ imply $u=A/(1+A)$ and $v=1/(1+A)$, which return \eqref{eq:rx} and \eqref{eq:ry}. Thus every positive pair of resistances corresponds to one positive pair of conductances.

The resistance ratio is not the conductance ratio. From \eqref{eq:rx} and \eqref{eq:ry},
\begin{equation}
\frac{R_y}{R_x}=\frac{\ln(1+A)}{\ln(1+1/A)}.
\label{eq:exaggeration}
\end{equation}
For weak anisotropy put $A=e^\eta$ with $|\eta|\ll1$. Then $\ln(1+e^{\pm\eta})=\ln2\pm\eta/2+O(\eta^2)$ and
\begin{equation}
\frac{R_y}{R_x}=1+\frac{\eta}{\ln2}+O(\eta^2).
\end{equation}
Since $1/\ln2>1$, even a small anisotropy is amplified. For $A\gg1$, the numerator of \eqref{eq:exaggeration} tends to $\ln A$ and the denominator to $1/A$, so the ratio grows as $A\ln A$. The reading along the good direction becomes small because, in the isotropic coordinates, the contacts within each pair are close together while the current pair and the voltage pair are far apart.

\section{Sensitivity to reading errors}

Differentiating \eqref{eq:sum} gives $u\,d(\sigma R_x)+v\,d(\sigma R_y)=0$. Expanding the products and dividing by $\sigma$,
\begin{equation}
d\ln\sigma=-w_x\,d\ln R_x-w_y\,d\ln R_y,\qquad
w_x=\frac{uR_x}{uR_x+vR_y},\quad w_y=1-w_x.
\label{eq:weights}
\end{equation}
The logarithm of \eqref{eq:ratio} gives
\begin{equation}
d\ln A=\ln A\,d\ln\sigma
+2\pi\sigma\left(R_y\,d\ln R_y-R_x\,d\ln R_x\right).
\label{eq:dA}
\end{equation}
Finally, \eqref{eq:components} gives $d\ln\sigma_x=d\ln\sigma+\tfrac12d\ln A$ and $d\ln\sigma_y=d\ln\sigma-\tfrac12d\ln A$. A common fractional error in both resistances leaves $A$ unchanged and shifts both conductances by the opposite fraction, as the scaling of \eqref{eq:sum} requires.

\section{A rotated square}

Let the square be turned by $\theta$, with edge vectors $\mathbf a=s(\cos\theta,\sin\theta)$ and $\mathbf b=s(-\sin\theta,\cos\theta)$. Define
\begin{equation}
p=\frac12\left(\frac1{\sigma_x}+\frac1{\sigma_y}\right),\qquad
q=\frac12\left(\frac1{\sigma_x}-\frac1{\sigma_y}\right).
\end{equation}
Drop the common factor $\sigma s^2$ in \eqref{eq:distance}, which cancels in the four-probe combination. The lengths and scalar product are then
\begin{equation}
|\mathbf a|^2=p+q\cos2\theta,\quad
|\mathbf b|^2=p-q\cos2\theta,\quad
\mathbf a\cdot\mathbf b=-q\sin2\theta.
\end{equation}
Since $|\mathbf a|^2+|\mathbf b|^2=2p$, the diagonals satisfy
\begin{equation}
|\mathbf a+\mathbf b|^2|\mathbf a-\mathbf b|^2
=(2p)^2-(2\mathbf a\cdot\mathbf b)^2
=4(p^2-q^2\sin^22\theta).
\end{equation}
With current along $\mathbf a$, each voltage contact is separated from one current contact by $\mathbf b$ and from the other by a diagonal. Therefore
\begin{equation}
R_a=\frac1{4\pi\sigma}
\ln\frac{|\mathbf a+\mathbf b|^2|\mathbf a-\mathbf b|^2}{|\mathbf b|^4}
=\frac1{4\pi\sigma}
\ln\frac{4(p^2-q^2\sin^22\theta)}{(p-q\cos2\theta)^2}.
\label{eq:rotated}
\end{equation}
The other reading, $R_b$, has $p+q\cos2\theta$ in the denominator. If $\theta$ is known, these expressions replace \eqref{eq:rx} and \eqref{eq:ry}.

At $\theta=45^\circ$ the two readings coincide. Using $p^2-q^2=1/\sigma^2$ and $\sigma p=(\sqrt A+1/\sqrt A)/2=\cosh(\tfrac12\ln A)$, we find
\begin{equation}
R_{45}=\frac1{4\pi\sigma}\ln\frac{4}{\sigma^2p^2}
=\frac1{2\pi\sigma}\ln\frac{2}{\cosh(\frac12\ln A)}.
\label{eq:diagonal}
\end{equation}
This is one equation for $\sigma$ and $A$, so the method fails in this orientation. The reading even turns negative when the hyperbolic cosine exceeds 2. This does not imply negative dissipation, since current and voltage are taken at different pairs of contacts.

A third reading on the same four contacts does not help. Send current from the corner at the origin to $\mathbf a+\mathbf b$, and read the voltage from $\mathbf a$ to $\mathbf b$. Equation \eqref{eq:pair} gives
\begin{equation}
R_{\rm d}=\frac1{2\pi\sigma}
\left(\ln\frac{|\mathbf b|}{|\mathbf a|}
-\ln\frac{|\mathbf a|}{|\mathbf b|}\right)
=\frac1{\pi\sigma}\ln\frac{|\mathbf b|}{|\mathbf a|}
=R_b-R_a .
\end{equation}
It checks the consistency of the readings but cannot reveal an unknown $\theta$.

\section{Worked example}

Take $\sigma_x=2$ mS and $\sigma_y=0.25$ mS, so $A=8$ and $\sigma=0.70711$ mS. The map \eqref{eq:map} multiplies $x$ by 0.5946 and $y$ by 1.6818. The readings are
\begin{align}
R_x&=\frac{\ln(1+1/8)}{2\pi(0.70711\times10^{-3}\,\mathrm S)}
=26.51\ \Omega,\\
R_y&=\frac{\ln(1+8)}{2\pi(0.70711\times10^{-3}\,\mathrm S)}
=494.55\ \Omega.
\end{align}
Numerical quadrature of the Fourier solution gives the same values to the digits shown. At 0.1 mA the voltages are 2.65 mV and 49.5 mV. The conductance ratio of 8 appears as a resistance ratio of 18.7.

In the reverse direction, solving \eqref{eq:sum} with these resistances gives $\sigma=0.70711$ mS. The exponentials are $u=0.88889$ and $v=0.11111$, whose quotient is 8. Equation \eqref{eq:components} then returns 2 mS and 0.25 mS. Applying the isotropic formula \eqref{eq:iso} to each reading separately would give 4.16 mS and 0.223 mS: the first is about twice $\sigma_x$, the second about 11\% below $\sigma_y$.

The weights in \eqref{eq:weights} are $w_x=0.300$ and $w_y=0.700$. Raising $R_x$ alone by 1\% changes the inferred $\sigma_x$ by $-0.67\%$ and $\sigma_y$ by $+0.07\%$. Raising $R_y$ alone by 1\% changes them by $-0.33\%$ and $-1.06\%$.

\section{Departures from the ideal arrangement}

The following estimates use a pitch of 1 mm. Each effect is introduced separately, and percentages are relative to the ideal value.

\emph{Misalignment.} If the square is turned by $5^\circ$ but analysed as aligned, the readings fall to 25.94 and 480.8 $\Omega$. The inferred $\sigma_x$ and $\sigma_y$ are too high by 2.4\% and 2.9\%. To see why both readings fall, expand \eqref{eq:rotated} for small $\theta$, using $\sin^22\theta\simeq4\theta^2$ and $\cos2\theta\simeq1-2\theta^2$:
\begin{align}
4\pi\sigma\,\delta R_a&\simeq-4\theta^2
\left(\frac{q^2}{p^2}+\frac{q}{p-q}\right),\\
4\pi\sigma\,\delta R_b&\simeq-4\theta^2
\left(\frac{q^2}{p^2}-\frac{q}{p+q}\right).
\end{align}
Here $q<0$, so $R_b$ falls. With $\rho=|q|/p=(A-1)/(A+1)$, the first bracket is $\rho(\rho^2+\rho-1)/(1+\rho)$, which is positive for $\rho>(\sqrt5-1)/2$. The present $\rho=7/9$ meets this condition. For weaker anisotropy $R_a$ would rise instead. The error is quadratic in a small angle.

\emph{Probe position.} Moving one contact by 10 $\mu$m along either axis changes $R_x$ by up to 0.96\% and $R_y$ by up to 0.42\%. The smaller reading is the more delicate one. The inferred conductances then shift by up to about 0.5\%. If all four contacts are off by 10 $\mu$m along both axes in the worst combination, the shift reaches about 4\%.

\emph{Edges.} Put the square at the centre of an insulating 50 mm by 50 mm sheet whose edges follow the principal axes. The map turns this sheet into a rectangle, and reflected sources satisfy the edge conditions. They raise $R_x$ by 0.55\% and $R_y$ by 0.48\%, so each inferred conductance is about 0.5\% low. The image solution was compared with a resistor network of 161 by 161 nodes, with a pitch of 40 node spacings and conductances of 3 and 1 S. The network gave 0.03221 and 0.18029 $\Omega$; the images gave 0.03221 and 0.18024 $\Omega$.

\emph{Contact size.} Replace the points by four equipotential discs of radius 25 $\mu$m. The readings fall by about 0.3\%, and the inferred conductances rise by the same fraction.

\emph{Thickness.} Let the film be 100 nm thick, with bulk conductivities $c_x,c_y,c_z$. A potential component varying as $\cos(m\pi z/t)$ through the thickness $t$ and as $e^{-x/\ell_m}$ along $x$ satisfies $c_x/\ell_m^2=c_z(m\pi/t)^2$. The longest decay length, for $m=1$, is
\begin{equation}
\ell=\frac t\pi\sqrt{\frac{c_x}{c_z}}.
\end{equation}
For an assumed $c_z/c_x=0.00125$, this is 0.90 $\mu$m. The pitch is about 1100 times longer, so the correction is negligible for a uniform film.

\emph{Heating.} The larger source-to-sink sheet resistance, for the disc contacts, is 1835 $\Omega$. At $I=0.1$ mA the sheet dissipates $P=18.4\ \mu$W. Assign half of this to the footprint of each current contact, of radius $a$, on thick glass of thermal conductivity $k=1$ W/(m K). Treating the footprint as an isothermal disc on a half-space gives $\Delta T=(P/2)/(4ka)=0.09$ K. With an assumed temperature coefficient of $10^{-3}$ per kelvin, this corresponds to 0.01\%. The figure is an overestimate. The heat is actually released in the sheet around and between the discs, which gives a peak rise of about 0.02 K, and the four-probe readings sample cooler regions and change by less than 0.001\%. Heat generated in the contact interfaces is not included.

These parameters are illustrative, chosen with an aligned carbon-nanotube film on glass at room temperature in mind. Such films vary widely with density, doping and alignment, and the chosen values describe no particular sample. The through-film conductivity is especially uncertain. Real films also break the assumption of one uniform, accurately known axis. A rigid $5^\circ$ error in that axis moves the inferred conductances by the 2.4\% and 2.9\% found above for $A=8$, and the effect on the readings is much larger in a more anisotropic film (at $A=30$ the same tilt lowers the two readings by 18\% and 6\%); spatial variation of density or direction is a different error, which this uniform-sheet calculation does not size. Among the effects evaluated here, with the stated settings and one displaced contact, the misalignment is the largest; position errors on all four contacts can exceed it. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
Input sigma_x = 2.000 mS, sigma_y = 0.250 mS
Conductance ratio A = 8.000
Pitch = 1.0 mm, sheet side = 50 mm
Thickness = 100 nm, current = 0.10 mA
Mean conductance sqrt(sx sy) = 0.70711 mS
Map factors: x 0.5946, y 1.6818
R_x formula = 26.5105 ohm, Fourier = 26.5105 ohm
R_y formula = 494.5493 ohm, Fourier = 494.5493 ohm
Voltages: x 2.651 mV, y 49.455 mV
Resistance ratio R_y/R_x = 18.655
exp(-2 pi g R_x) = 0.88889
exp(-2 pi g R_y) = 0.11111
Recovered mean conductance = 0.70711 mS
Recovered sigma_x = 2.00000 mS
Recovered sigma_y = 0.25000 mS
Isotropic formula on R_x = 4.1613 mS
Isotropic formula on R_y = 0.2231 mS
Error weights for mean: R_x 0.3001, R_y 0.6999
R_x +1%: sigma_x -0.666 %, sigma_y +0.070 %
R_y +1%: sigma_x -0.327 %, sigma_y -1.060 %
Resistance at 45 degrees = 51.4960 ohm (both readings)
Tilt 5 deg: R_x 25.9397 ohm, R_y 480.8167 ohm
Tilt 5 deg: inferred sigma_x +2.416 %, sigma_y +2.903 %
Edges: R_x +0.554 %, R_y +0.479 %
Edges: inferred sigma_x -0.527 %, sigma_y -0.471 %
One probe moved 10 um: worst R_x 0.957 %, R_y 0.424 %
Contact radius = 25 um
Contacts: R_x -0.307 %, R_y -0.284 %
Contacts: inferred sigma_x +0.300 %, sigma_y +0.283 %
Assumed through-film/x conductivity ratio = 0.00125
Thickness-correction decay length along x = 0.900 um
Pitch / decay length = 1111
Source-sink sheet resistance: x 1368.7 ohm, y 1835.4 ohm
Largest sheet power = 18.35 uW
Assumed glass conductivity = 1.0 W/(m K)
Estimated contact heating = 0.092 K
Assumed temperature coefficient = 1.0e-03 1/K
Estimated heating effect = 0.0092 %
Network test: R_x 0.03221 ohm, images 0.03221 ohm
Network test: R_y 0.18029 ohm, images 0.18024 ohm
\end{verbatim}
